**Zero-torque theorem: an exact Hubbard triangle, LSDA and gradient terms**

For a spin-rotation-invariant functional $E_{xc}[n,\mathbf m]$, the torque $\boldsymbol\tau_{xc}=\mathbf b_{xc}\times\mathbf m$ integrates to zero, and in LSDA it vanishes at every point. Here $n$ is the density, $\mathbf m$ the spin density and $\mathbf b_{xc}=\delta E_{xc}/\delta\mathbf m$ the exchange-correlation field, expressed as an energy. The program diagonalizes a three-site Hubbard model, finds the exact Kohn-Sham fields by numerical inversion, and asserts that the site torques sum to zero while at least one of them does not vanish. It also asserts that these torques equal the differences between Kohn-Sham and interacting spin currents, that a global rotation leaves the energy unchanged, and that turning one spin alone changes the energy at the rate given by its torque. For LSDA it differentiates the energy in Cartesian components of $\mathbf m$ and asserts that the field is parallel to $\mathbf m$. On a ring it asserts that a term in the gradient of $\mathbf m$ gives a local torque with zero integral, and that a term in the gradient of $|\mathbf m|$ gives none within numerical error. The output shows site torques of 1.5 to 2.3 meV with a sum of order $10^{-12}$ meV, and a nonzero sum of 0.36 meV when spin-orbit hopping enters the definition of the functional.

## Numerical verification

```python
"""
Result under test: for a spin-rotation-invariant E_xc[n, m] the exchange-
correlation torque tau = b_xc x m (b_xc = dE_xc/dm) integrates to zero, and in
the local spin-density approximation (LSDA) it vanishes at every point.
n: density, m = <psi^dagger sigma psi>: spin density, b: field as an energy,
coupling energy = sum(v n + b.m).
Part 1: exact Hubbard triangle, Kohn-Sham fields by numerical inversion.
Part 2: LSDA (libxc) differentiated in Cartesian components of m.
Part 3: gradient terms on a ring.
"""
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation
from pyscf.dft import libxc

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
SITES, ELECTRONS = 3, 3
ORBS = 2 * SITES

# ---------------------------------------------------------------- Part 1
# Many-electron operators c_p^dagger c_q in the three-electron sector
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for p in range(ORBS):
    op = np.eye(1)
    for q in range(ORBS):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    annihilate.append(op)
count = np.diag(sum(c.T @ c for c in annihilate))
sector = np.where(np.abs(count - ELECTRONS) < 1e-9)[0]
PAIR = np.array([[(a.T @ b)[np.ix_(sector, sector)] for b in annihilate]
                 for a in annihilate])
site_number = [PAIR[2*i, 2*i] + PAIR[2*i+1, 2*i+1] for i in range(SITES)]
DOUBLE = sum(PAIR[2*i, 2*i] @ PAIR[2*i+1, 2*i+1] for i in range(SITES))
NEIGHBOUR = sum(site_number[i] @ site_number[j]
                for i in range(SITES) for j in range(i))

# One-particle site operators: density and three spin components per site
SITE_OPS = []
for i in range(SITES):
    projector = np.zeros((SITES, SITES))
    projector[i, i] = 1.0
    for s in [np.eye(2), *PAULI]:
        SITE_OPS.append(np.kron(projector, s))
SITE_OPS = np.array(SITE_OPS)


def one_particle(w, hop):
    return hop + np.tensordot(w, SITE_OPS, axes=(0, 0))


def site_densities(g):
    """n and m on each site from g[p,q] = <c_p^dagger c_q>."""
    return np.tensordot(SITE_OPS, g, axes=([1, 2], [0, 1])).real


def interacting(w, hop, U, V):
    H = np.tensordot(one_particle(w, hop), PAIR, axes=([0, 1], [0, 1]))
    e, c = np.linalg.eigh(H + U * DOUBLE + V * NEIGHBOUR)
    ground = c[:, 0]
    g = (PAIR @ ground) @ ground.conj()
    return e, g, site_densities(g)


def noninteracting(w, hop):
    e, f = np.linalg.eigh(one_particle(w, hop))
    occupied = f[:, :ELECTRONS]
    g = occupied.conj() @ occupied.T
    return e, g, site_densities(g)


def match_density(density_of, w, target):
    """Newton search for potentials and fields that give the target."""
    w = w.copy()
    step = 1e-5
    for _ in range(60):
        miss = density_of(w) - target
        if np.max(np.abs(miss)) < 1e-13:
            break
        jac = np.array([(density_of(w + step * u) - density_of(w - step * u))
                        / (2 * step) for u in np.eye(w.size)]).T
        move = np.linalg.lstsq(jac, -miss, rcond=1e-7)[0]
        w += move * min(1.0, 0.3 / max(np.max(np.abs(move)), 1e-300))
    assert np.max(np.abs(density_of(w) - target)) < 1e-11
    return w


def hxc_energy(w_ext, w_ks, hop, U, V):
    """F - T_s, the Hartree plus exchange-correlation energy."""
    e, _, d = interacting(w_ext, hop, U, V)
    e_ks, _, d_ks = noninteracting(w_ks, hop)
    return (e[0] - w_ext @ d) - (e_ks[:ELECTRONS].sum() - w_ks @ d_ks)


def solve(w_ext, hop, U, V):
    """Kohn-Sham fields, followed from weak to full interaction."""
    w = w_ext.copy()
    for s in np.linspace(0.05, 1.0, 20):
        target = interacting(w_ext, hop, s * U, s * V)[2]
        w = match_density(lambda x: noninteracting(x, hop)[2], w, target)
    m = target.reshape(SITES, 4)[:, 1:]
    b_xc = (w - w_ext).reshape(SITES, 4)[:, 1:]
    return w, target, m, b_xc, np.cross(b_xc, m)


t_hop, U_site = 0.5, 2.0                                   # eV
v_site = np.array([0.0, 0.2, -0.1])                        # eV
b_size = np.array([0.50, 0.30, 0.45])                      # eV
polar = np.radians([70.0, 50.0, 100.0])
azimuth = np.radians([0.0, 110.0, 235.0])
b_ext = b_size[:, None] * np.column_stack(
    [np.sin(polar) * np.cos(azimuth), np.sin(polar) * np.sin(azimuth),
     np.cos(polar)])
w_ext = np.column_stack([v_site, b_ext]).ravel()
hop = np.kron(-t_hop * (np.ones((SITES, SITES)) - np.eye(SITES)),
              np.eye(2)).astype(complex)

w_ks, dens, m, b_xc, tau = solve(w_ext, hop, U_site, 0.0)
levels, g_int, _ = interacting(w_ext, hop, U_site, 0.0)
levels_ks, g_ks, _ = noninteracting(w_ks, hop)
gap, gap_ks = levels[1] - levels[0], levels_ks[3] - levels_ks[2]
tau_size = np.linalg.norm(tau, axis=1)
assert gap > 1e-3 and gap_ks > 1e-3
assert np.linalg.norm(tau.sum(axis=0)) < 1e-9
assert tau_size.max() > 1e-4


def spin_currents(g):
    """Spin current from site i to site j, in eV (hbar = 1 units)."""
    blocks = g.reshape(SITES, 2, SITES, 2)
    return t_hop * np.einsum('ast,isjt->ija', PAULI, blocks).imag


J_int, J_ks = spin_currents(g_int), spin_currents(g_ks)
current_error = np.max(np.abs((J_ks - J_int).sum(axis=1) - tau))
assert current_error < 1e-9

# Finite global rotation of the fields: same energy, rotated moments
turn = Rotation.from_rotvec([0.7, -0.4, 1.1]).as_matrix()
w_turned = np.column_stack([v_site, b_ext @ turn.T]).ravel()
w_ks_turned, _, m_turned, _, _ = solve(w_turned, hop, U_site, 0.0)
E_hxc = hxc_energy(w_ext, w_ks, hop, U_site, 0.0)
E_turned = hxc_energy(w_turned, w_ks_turned, hop, U_site, 0.0)
assert np.max(np.abs(m_turned - m @ turn.T)) < 1e-9
assert abs(E_turned - E_hxc) < 1e-9

# Rotation of one moment only: the slope of the energy must be -torque
pick = int(np.argmax(tau_size))
axis = tau[pick] / tau_size[pick]
angle = 0.01
energies = []
for sign in (1, -1):
    goal = dens.reshape(SITES, 4).copy()
    goal[pick, 1:] = Rotation.from_rotvec(sign * angle * axis).apply(m[pick])
    goal = goal.ravel()
    w1 = match_density(lambda x: interacting(x, hop, U_site, 0.0)[2],
                       w_ext, goal)
    w2 = match_density(lambda x: noninteracting(x, hop)[2], w_ks, goal)
    energies.append(hxc_energy(w1, w2, hop, U_site, 0.0))
slope = (energies[0] - energies[1]) / (2 * angle)
# tolerance: central difference error of order angle squared
assert abs(slope + tau_size[pick]) < 1e-4 * max(1.0, tau_size[pick])
assert abs(slope + tau_size[pick]) < 0.05 * tau_size[pick]

# Keep only the part of b_xc along m, as a locally parallel functional does
m_hat = m / np.linalg.norm(m, axis=1)[:, None]
b_along = np.sum(b_xc * m_hat, axis=1)
b_across = np.linalg.norm(b_xc - b_along[:, None] * m_hat, axis=1)
w_parallel = w_ks.reshape(SITES, 4).copy()
w_parallel[:, 1:] = b_ext + b_along[:, None] * m_hat
m_par = noninteracting(w_parallel.ravel(), hop)[2].reshape(SITES, 4)[:, 1:]
cosine = np.sum(m_par * m_hat, axis=1) / np.linalg.norm(m_par, axis=1)
tilt = np.degrees(np.arccos(np.clip(cosine, -1, 1)))

# Neglected effects
V_next = 0.5                                               # eV
tau_V = solve(w_ext, hop, U_site, V_next)[4]
assert np.linalg.norm(tau_V.sum(axis=0)) < 1e-9
soc = 0.03                                                 # eV
corner = np.radians([90.0, 210.0, 330.0])
place = np.column_stack([np.cos(corner), np.sin(corner), np.zeros(3)])
hop_soc = hop.copy()
for i in range(SITES):
    for j in range(SITES):
        if i != j:
            bond = place[j] - place[i]
            d = np.cross([0, 0, 1], bond / np.linalg.norm(bond))
            hop_soc[2*i:2*i+2, 2*j:2*j+2] += 1j * soc * np.tensordot(
                d, PAULI, axes=(0, 0))
assert np.allclose(hop_soc, hop_soc.conj().T)
tau_soc = solve(w_ext, hop_soc, U_site, 0.0)[4]
soc_sum = np.linalg.norm(tau_soc.sum(axis=0))
assert soc_sum > 1e-6
mu_B = const.physical_constants['Bohr magneton'][0]
spacing = 0.28                                             # nm
dipole = (const.mu_0 * mu_B**2 / (4 * np.pi * (spacing * 1e-9)**3)) / const.e
kT = const.k * 300 / const.e

# ---------------------------------------------------------------- Part 2
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
hartree = const.physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(5)
n_nm = np.concatenate([[200.0], rng.uniform(50, 400, 199)])
fraction = np.concatenate([[0.4], rng.uniform(0.1, 0.9, 199)])
direction = rng.normal(size=(200, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
n_au = n_nm * bohr_nm**3
m_au = (n_au * fraction)[:, None] * direction


def lsda(mvec):
    """Energy density and spin potentials from the 2x2 density matrix."""
    matrix = 0.5 * (n_au[:, None, None] * np.eye(2)
                    + np.tensordot(mvec, PAULI, axes=(1, 0)))
    down, up = np.linalg.eigvalsh(matrix).T
    exc, vxc = libxc.eval_xc('LDA,PW', (up.copy(), down.copy()),
                             spin=1, deriv=1)[:2]
    return n_au * exc, vxc[0]


dm = 1e-6
b_lsda = np.column_stack([(lsda(m_au + dm * u)[0] - lsda(m_au - dm * u)[0])
                          / (2 * dm) for u in np.eye(3)])
potentials = lsda(m_au)[1]
b_formula = 0.5 * (potentials[:, 0] - potentials[:, 1])
lsda_across = np.linalg.norm(np.cross(b_lsda, direction), axis=1)
assert np.max(np.abs(b_lsda - b_formula[:, None] * direction)) < 1e-6
assert lsda_across.max() < 1e-6 and np.abs(b_formula).min() > 1e-4

# ---------------------------------------------------------------- Part 3
points, ring = 49, 1.0                                     # ring length in nm
h = ring / points
x = h * np.arange(points)
k = 2 * np.pi / ring
wave = 2j * np.pi * np.fft.fftfreq(points, d=h)
D = np.fft.ifft(wave[:, None] * np.fft.fft(np.eye(points), axis=0), axis=0).real
A_mean = 0.01                                              # eV nm^3
A = A_mean * (1 + 0.3 * np.cos(k * x))
texture = np.column_stack([np.cos(k * x),
                           np.sin(k * x) + 0.3 * np.cos(2 * k * x),
                           0.4 + 0.3 * np.cos(k * x)])     # 1/nm


def vector_energy(mm):
    return 0.5 * h * np.sum(A[:, None] * (D @ mm)**2)


def length_energy(mm):
    return 0.5 * h * np.sum(A * (D @ np.linalg.norm(mm, axis=1))**2)


def torque_density(energy):
    field = np.zeros_like(texture)
    for i in range(points):
        for a in range(3):
            shift = np.zeros_like(texture)
            shift[i, a] = 1e-4
            field[i, a] = (energy(texture + shift) - energy(texture - shift)
                           ) / (2e-4 * h)
    return np.cross(field, texture)


tau_vec, tau_len = torque_density(vector_energy), torque_density(length_energy)
divergence = D @ (A[:, None] * np.cross(texture, D @ texture))
vec_max = np.linalg.norm(tau_vec, axis=1).max()
vec_sum = np.linalg.norm(h * tau_vec.sum(axis=0))
len_max = np.linalg.norm(tau_len, axis=1).max()
assert np.max(np.abs(tau_vec - divergence)) < 1e-7
assert vec_max > 1e-2 and vec_sum < 1e-8
# tolerance: finite-difference error of the nonlinear length |m|
assert len_max < 1e-4 * vec_max


# ---------------------------------------------------------------- Output
def show(vec, digits=4):
    return ' '.join(f'{value:+.{digits}f}' for value in vec)


print(f'hopping {t_hop} eV, on-site repulsion {U_site} eV')
for i in range(SITES):
    print(f'site {i+1}: v = {v_site[i]:+.2f} eV, |b_ext| = {b_size[i]:.2f} eV, '
          f'polar {np.degrees(polar[i]):.0f}, azimuth '
          f'{np.degrees(azimuth[i]):.0f} deg')
for i in range(SITES):
    print(f'site {i+1}: n = {dens[4*i]:.4f}, m = {show(m[i])}')
for i in range(SITES):
    print(f'site {i+1}: b_xc = {show(b_xc[i])} eV')
for i in range(SITES):
    print(f'site {i+1}: torque = {show(1e3*tau[i], 3)} meV, '
          f'size {1e3*tau_size[i]:.3f} meV')
print(f'size of summed torque = {1e3*np.linalg.norm(tau.sum(axis=0)):.1e} meV')
for i in range(SITES):
    print(f'site {i+1}: b_xc along m {b_along[i]:+.4f} eV, across m '
          f'{1e3*b_across[i]:.3f} meV')
print(f'largest across-m field = {b_across.max()*const.e/mu_B:.1f} T')
print(f'torque minus spin-current difference, max = {1e3*current_error:.1e} meV')
print(f'E_Hxc = {E_hxc:.6f} eV')
print(f'E_Hxc change on global rotation = {E_turned-E_hxc:.1e} eV')
print(f'slope of E_Hxc, site {pick+1} rotated alone = {1e3*slope:.3f} meV/rad')
print(f'moment tilt without across-m field = {show(tilt, 3)} deg')
print(f'gap: interacting {gap:.4f} eV, Kohn-Sham {gap_ks:.4f} eV')
print(f'inter-site repulsion {V_next} eV: site torques '
      f'{show(1e3*np.linalg.norm(tau_V, axis=1), 3)} meV')
print(f'  summed torque then = {1e3*np.linalg.norm(tau_V.sum(axis=0)):.1e} meV')
print(f'spin-orbit hopping {soc} eV: summed torque = {1e3*soc_sum:.4f} meV')
print(f'dipolar energy scale at {spacing} nm = {1e3*dipole:.5f} meV')
print(f'kT at 300 K = {1e3*kT:.2f} meV, exp(-gap/kT) = {np.exp(-gap/kT):.2e}')
print(f'LSDA point: n = {n_nm[0]:.0f} nm^-3, |m| = {n_nm[0]*fraction[0]:.0f} nm^-3')
print(f'  b_xc along m = {hartree*b_formula[0]:.4f} eV')
print(f'LSDA, {len(n_nm)} points: largest across-m field = '
      f'{hartree*lsda_across.max():.1e} eV')
print(f'ring: length {ring} nm, mean A = {A_mean} eV nm^3')
print(f'gradient of vector m: max torque density = {vec_max:.4f} eV/nm')
print(f'  its integral = {vec_sum:.1e} eV')
print(f'gradient of |m|: max torque density = {len_max:.1e} eV/nm')
print('all tests passed')
```

Running it gives:

```
hopping 0.5 eV, on-site repulsion 2.0 eV
site 1: v = +0.00 eV, |b_ext| = 0.50 eV, polar 70, azimuth 0 deg
site 2: v = +0.20 eV, |b_ext| = 0.30 eV, polar 50, azimuth 110 deg
site 3: v = -0.10 eV, |b_ext| = 0.45 eV, polar 100, azimuth 235 deg
site 1: n = 1.0073, m = -0.8800 +0.0179 -0.2377
site 2: n = 0.9879, m = +0.2765 -0.7075 -0.4736
site 3: n = 1.0049, m = +0.4836 +0.7075 +0.2379
site 1: b_xc = +0.8227 -0.0162 +0.2238 eV
site 2: b_xc = -0.2305 +0.5869 +0.3950 eV
site 3: b_xc = -0.4133 -0.6021 -0.2006 eV
site 1: torque = -0.147 -1.418 +0.438 meV, size 1.491 meV
site 2: torque = +1.515 +0.076 +0.771 meV, size 1.701 meV
site 3: torque = -1.368 +1.341 -1.208 meV, size 2.265 meV
size of summed torque = 6.4e-13 meV
site 1: b_xc along m -0.8527 eV, across m 1.635 meV
site 2: b_xc along m -0.7441 eV, across m 1.901 meV
site 3: b_xc along m -0.7573 eV, across m 2.547 meV
largest across-m field = 44.0 T
torque minus spin-current difference, max = 3.5e-13 meV
E_Hxc = 0.274043 eV
E_Hxc change on global rotation = 2.7e-15 eV
slope of E_Hxc, site 3 rotated alone = -2.265 meV/rad
moment tilt without across-m field = +0.058 +0.090 +0.104 deg
gap: interacting 0.6104 eV, Kohn-Sham 1.6624 eV
inter-site repulsion 0.5 eV: site torques +1.326 +1.449 +1.946 meV
  summed torque then = 9.3e-13 meV
spin-orbit hopping 0.03 eV: summed torque = 0.3566 meV
dipolar energy scale at 0.28 nm = 0.00245 meV
kT at 300 K = 25.85 meV, exp(-gap/kT) = 5.56e-11
LSDA point: n = 200 nm^-3, |m| = 80 nm^-3
  b_xc along m = -0.7885 eV
LSDA, 200 points: largest across-m field = 2.1e-09 eV
ring: length 1.0 nm, mean A = 0.01 eV nm^3
gradient of vector m: max torque density = 0.6429 eV/nm
  its integral = 1.4e-12 eV
gradient of |m|: max torque density = 1.2e-07 eV/nm
all tests passed
```
